\section*{Band alignment between affinity matching and neutrality-level matching through interface states, part 2}

A thin oxide film $b$ lies on a semiconductor substrate $a$. The problem is to find how far charge moving between interface states in the two band gaps shifts the bands of one material against those of the other. The model assumes that such states exist throughout both gaps.

All energies are electron energies, so negative charge raises levels. Energies are in eV and lengths in nm; $e>0$ is the elementary charge. Each material has a band gap $G$, an electron affinity $\chi$ (the depth of its conduction edge $E_c$ below its own vacuum level) and a charge-neutrality level $C$ (CNL) at depth $\Phi$ below the same level. Gap states filled up to $C$ carry no net charge. The vacuum level is a reference attached rigidly to the bands. With that of $a$ as zero and that of $b$ higher by the vacuum step $\Delta$,
\[
E_{c,a}=-\chi_a,\qquad C_a=-\Phi_a,\qquad
E_{c,b}=\Delta-\chi_b,\qquad C_b=\Delta-\Phi_b .
\]

The states lie on two sheets a distance $\delta$ apart, with constant densities $D_a$, $D_b$ per area and energy. With the Fermi level $F$ far from the band edges, a sheet holds an excess of $m=D(F-C)$ electrons per area. For two sheets that are neutral together, the conduction offset is
\[
\Delta E_c=\chi_a-\chi_b-(1-S)(\Phi_a-\Phi_b),
\]
where $S$ is the fraction of the original mismatch of neutrality levels that survives contact.

With $z$ running from $a$ to $b$, an excess of $\nu(z)$ electrons per volume and a uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, the electrostatic electron energy $V$ obeys
\[
V''=-\frac{e^2}{\varepsilon}\,\nu(z).
\]

The numerical case has $\chi_a=4.0$, $G_a=1.2$, $\Phi_a=4.8$, $\chi_b=2.0$, $G_b=6.0$ and $\Phi_b=5.4$ eV; $D_a=3.0$ and $D_b=1.0$ nm$^{-2}$\,eV$^{-1}$; $\delta=0.3$ nm, $\varepsilon_r=3.0$ and $e^2/\varepsilon_0=18.0951$ eV\,nm. The "level sums" used as tests are self-consistent solutions with discrete levels occupied according to the Fermi function, at 300 K unless stated otherwise.

\section{Added charge, metals, and states spread through a thin film}

The symbols carry over. Materials $a$ and $b$ have affinities $\chi$ and neutrality levels $C$ at depths $\Phi$; their interface states have densities $D_a$, $D_b$, with $D_s=D_aD_b/(D_a+D_b)$, and share the Fermi level $F$. The vacuum step $\Delta$ raises $b$ against $a$ and equals $km_b$, where $m_b$ is the excess of electrons per area on the film sheet and $k=e^2\delta/\varepsilon$, with $\varepsilon=\varepsilon_r\varepsilon_0$. The mismatch $X=C_b-C_a=X_0+\Delta$, with $X_0=\Phi_a-\Phi_b$, sets the charge $m_b=-D_sX$. It follows that $X=SX_0$ with $S=1/(1+kD_s)$. The conduction offset $\Delta E_c=\chi_a-\chi_b+\Delta$ then interpolates linearly between affinity matching ($S=1$) and neutrality-level matching ($S=0$). In the numerical case $k=1.8095$ eV\,nm$^2$ and $S=0.4242$.

This result assumed that the step vanishes when the gap states are neutral. Bonds across a real interface are polar, and a deposited interlayer can add a dipole of its own. Let such a dipole, lying between the two sheets, contribute a fixed step $\Delta_0$, without changing the densities or neutrality levels. Then $\Delta=\Delta_0+km_b$, and
\begin{equation}
X=X_0+\Delta_0-kD_sX
\quad\Longrightarrow\quad
X=S(X_0+\Delta_0).
\end{equation}
The total step is $\Delta=X-X_0=S\Delta_0-(1-S)X_0$. Compared with the earlier result, the offset moves by $S\Delta_0$: the gap states respond to the dipole and cancel the fraction $1-S$ of it. In the numerical case a dipole of 0.50 eV moves the offset by $0.4242\times0.50=0.21$ eV. A dipole placed in the film beyond both sheets would act differently. It would leave the mismatch between the sheets untouched, induce no charge on them, and shift the film's outer bands by its full amount.

Neutrality of the two sheets was also assumed. A doped substrate can have a depletion layer whose charge is balanced by a net excess $N$ of electrons per area on the interface states. Let the balancing charge lie deep in $a$, and let the film beyond its sheet be free of field. The neutrality condition is replaced by
\begin{equation}
D_a(F-C_a)+D_b(F-C_b)=N .
\end{equation}
Inserting $C_a=C_b-X$ gives $(D_a+D_b)(F-C_b)+D_aX=N$, hence
\begin{equation}
m_b=D_b(F-C_b)=\frac{D_b}{D_a+D_b}\,N-D_sX .
\end{equation}
Because the field vanishes beyond the film sheet, Gauss's law fixes the field between the sheets by $m_b$ alone, and $\Delta=km_b$ still holds. Therefore
\begin{equation}
X=X_0+\frac{kD_b}{D_a+D_b}N-kD_sX
=S\left(X_0+\frac{kD_b}{D_a+D_b}N\right),
\end{equation}
where the second form results from collecting the terms in $X$. The offset shifts by $SkND_b/(D_a+D_b)$. For $N=0.01$ nm$^{-2}$, which is $10^{12}$ cm$^{-2}$, this is $0.4242\times1.8095\times0.01\times0.25$ eV, or 1.9 meV. At this level of charge, neglecting $N$ in the local offset is justified. The slow band bending inside the substrate is a separate matter, since it moves both band edges at the interface together. Both shifts were tested against the self-consistent level sums.

A metal contact is the limit in which one side has no shortage of states. Let $D_a\to\infty$. Then $D_s\to D_b$, and $F-C_a=D_bX/(D_a+D_b)\to0$, so the Fermi level is fixed at $C_a=-\Phi_a$. The depth $\Phi_a$ thereby becomes the work function $\Phi_M$ of the metal. The barrier for electrons entering the film is
\begin{equation}
\varphi_n=E_{c,b}-F=\Delta-\chi_b+\Phi_M
=\Phi_M-\chi_b-(1-S)(\Phi_M-\Phi_b).
\end{equation}
Splitting $\Phi_M-\chi_b$ into its parts $S$ and $1-S$, as before, cancels $\Phi_M$ in the second part:
\begin{equation}
\varphi_n=S(\Phi_M-\chi_b)+(1-S)(\Phi_b-\chi_b),\qquad
S=\frac{1}{1+kD_b}.
\label{metal}
\end{equation}
The derivative of the barrier with respect to the work function is $S$, provided the metals compared share the same $k$ and $D_b$ and the same fixed dipole $\Delta_0$, which adds $S\Delta_0$ to the barrier. Such a comparison yields $kD_b=1/S-1$, but not the separation and the density separately. With the film and the value of $k$ used above, $kD_b=1.8095$ and $S=0.3559$. For $\Phi_M=5.0$ eV the barrier is $0.3559\times3.0+0.6441\times3.4=3.26$ eV. Work functions of 4.5 and 5.5 eV give 3.08 and 3.44 eV, so a change of 1 eV in the metal moves the barrier by only 0.36 eV.

The linear law depends on constant densities. To see what replaces it, let the excesses $m_a(F-C_a)$ and $m_b(F-C_b)$ be general smooth functions. At low temperature their derivatives are the densities $g_a$ and $g_b$ at the Fermi level. Put $y=F-C_a$, so that $F-C_b=y-X$. Changing the drive $X_0$ slightly while preserving neutrality requires
\begin{equation}
g_a\,dy+g_b(dy-dX)=0
\quad\Longrightarrow\quad
dy=\frac{g_b}{g_a+g_b}\,dX .
\end{equation}
The charge on the film then changes by
\begin{equation}
dm_b=g_b(dy-dX)=-\frac{g_ag_b}{g_a+g_b}\,dX .
\end{equation}
With $dX=dX_0+k\,dm_b$ this gives
\begin{equation}
\frac{dX}{dX_0}=\frac{1}{1+kD_s(F)},\qquad
D_s(F)=\frac{g_ag_b}{g_a+g_b}.
\end{equation}
The pinning factor has become a local slope. The ratio $X/X_0$ is the average of this slope from zero drive up to $X_0$, because $X$ vanishes with $X_0$ when both sheets can be neutral at the same Fermi level. Slope and ratio agree for constant densities but in general differ.

As an example, let the film density be $D_b(1+cE^2)$, with $E$ measured from the film's neutrality level and $c=4.0$ eV$^{-2}$. For a drive of $-1.6$ eV at 100 K, the self-consistent level sums give $X=-0.6157$ eV and a film density of 1.7545 nm$^{-2}$\,eV$^{-1}$ at the Fermi level. Then $D_s(F)=3.0\times1.7545/4.7545=1.107$ nm$^{-2}$\,eV$^{-1}$, and the slope is $1/(1+1.8095\times1.107)=0.333$. Finite differences of the level sums confirm it. The ratio is $0.6157/1.6=0.385$, and the constant density $D_b$ would give 0.424. A factor taken from a change between two contacts thus need not be the factor that describes the whole displacement from affinity matching.

The other idealization is the pair of sheets. States that a metal induces in a film decay over a finite depth, and a film of a few atomic layers may be no thicker than that depth. Let the metal end at $z=0$ and the film fill $0<z<t$, with $g(z)$ gap states per volume and energy, constant in energy. The film's neutrality level now follows the local electrostatic energy: $C(z)=-\Phi_b+V(z)$, where $V(0)=0$ and $F=-\Phi_M$. Define $u(z)=C(z)-F$. The local excess of electrons is $\nu=g(F-C)=-gu$, and Poisson's equation for the electron energy, $V''=-e^2\nu/\varepsilon$, becomes
\begin{equation}
u''=\frac{e^2}{\varepsilon}\,g(z)\,u,\qquad
u(0)=\Phi_M-\Phi_b,\qquad u'(t)=0 .
\label{screen}
\end{equation}
The last condition says that no field leaves the film and that its outer face carries no charge of its own.

Equation (\ref{screen}) is linear and homogeneous, so $u(t)=S_tu(0)$ with a factor $S_t$ that does not depend on the work function. The conduction edge at the outer face lies above the Fermi level by
\begin{equation}
u(t)+\Phi_b-\chi_b=S_t(\Phi_M-\chi_b)+(1-S_t)(\Phi_b-\chi_b).
\end{equation}
The interpolation (\ref{metal}) survives, with $S_t$ in place of $S$. It now refers to the outer face; nearer the metal the edge passes gradually from its affinity-matched position to this one.

The value of $S_t$ can be compared with that of a single sheet without knowing $g(z)$. Scale the solution so that $u(t)=1$; then $u(0)=1/S_t$. Going inward from $t$, where $u'=0$, one has $u'(z)=-\int_z^tu''\,dz'$. This is not positive as long as $u$ is positive, so $u$ cannot decrease on the way in and remains at least 1. Integration by parts gives
\begin{equation}
\int_0^tz\,u''\,dz=\bigl[zu'\bigr]_0^t-\int_0^tu'\,dz=u(0)-u(t),
\end{equation}
since $zu'$ vanishes at both ends. Replacing $u''$ by means of (\ref{screen}) and using $u\ge1$,
\begin{equation}
\frac{1}{S_t}=1+\frac{e^2}{\varepsilon}\int_0^tz\,g\,u\,dz
\;\ge\;1+\frac{e^2}{\varepsilon}\int_0^tz\,g\,dz .
\label{bound}
\end{equation}
The right-hand side belongs to a single sheet whose density times distance equals the first moment $\int zg\,dz$. That sheet gives too large an $S$, because states closer to the metal see a larger mismatch than those at the outer face and hold more charge.

The effect of thickness follows by a similar argument. Let a thicker film have the same $g(z)$ as a thinner one wherever both exist, and scale both solutions to 1 at their outer faces. At the outer face of the thinner film, the thicker film's solution is at least 1 and its derivative is not positive. The difference of the two solutions obeys the same linear equation, so it too cannot decrease toward the metal. Hence $1/S_t$ cannot fall as the film grows: thinning the film removes screening states and weakens the pinning.

For an exponential tail, $g(z)=(D/\lambda)e^{-z/\lambda}$ with decay length $\lambda$ and total density $D$ in a thick film, the solution is explicit. Put
\begin{equation}
\alpha=\frac{e^2D\lambda}{\varepsilon},\qquad
x(z)=2\sqrt{\alpha}\,e^{-z/2\lambda}.
\end{equation}
The coefficient in (\ref{screen}) is $(\alpha/\lambda^2)e^{-z/\lambda}=x^2/4\lambda^2$. As $dx/dz=-x/2\lambda$, each derivative with respect to $z$ becomes $-(x/2\lambda)\,d/dx$, and the factors $1/4\lambda^2$ cancel:
\begin{equation}
x\frac{d}{dx}\left(x\frac{du}{dx}\right)=x^2u .
\label{bessel}
\end{equation}
This is the modified Bessel equation of order zero, with solutions $I_0(x)$ and $K_0(x)$. Their derivatives are $I_1$ and $-K_1$. Writing $x_0=x(0)$ and $x_t=x(t)$, the condition $u'(t)=0$ selects
\begin{equation}
u\propto K_1(x_t)I_0(x)+I_1(x_t)K_0(x).
\end{equation}
At $x=x_t$ this is $K_1I_0+I_1K_0$, which equals $1/x_t$. Indeed, by (\ref{bessel}) the derivative of $x(I_0K_0'-K_0I_0')$ is $xI_0K_0-xK_0I_0=0$, so $x(I_0K_1+K_0I_1)$ is constant, and its value at small $x$ is 1 because $I_0\to1$, $xK_1\to1$ and $xI_1K_0\to0$. Dividing $u(0)$ by $u(t)$,
\begin{equation}
\frac{1}{S_t}=x_t\bigl[K_1(x_t)I_0(x_0)+I_1(x_t)K_0(x_0)\bigr].
\end{equation}
In a thick film $x_t\to0$, and the same small-argument limits leave
\begin{equation}
\frac1S=I_0(2\sqrt\alpha)=1+\alpha+\frac{\alpha^2}{4}+\cdots .
\end{equation}
The first moment of the full tail is $D\lambda$, so the matching single sheet gives $1/S=1+\alpha$. The two agree to first order in $\alpha$ and part at second order.

With $D=D_b=1.0$ nm$^{-2}$\,eV$^{-1}$, $\lambda=0.3$ nm and $\varepsilon_r=3.0$, $\alpha=1.8095$. Films of 0.3, 0.6, 1.2 and 2.4 nm have $S_t=0.66$, 0.43, 0.29 and 0.26, the last already close to the thick-film value 0.262. Numerical integration of (\ref{screen}) confirms these values. Single sheets with the same first moments give 0.68, 0.48, 0.38 and 0.36, larger in each case, as (\ref{bound}) requires. For a metal with $\Phi_M=5.0$ eV, the conduction edge at the outer face lies $3.4-0.4S_t$ eV above the Fermi level: 3.14 eV at 0.3 nm and 3.30 eV for a thick film.

These thickness effects belong to a tail that is merely cut off. In a real film of one or two atomic layers, the states can reflect from the outer surface, that surface can add states and charge, and the gap, neutrality level and permittivity can all depend on thickness. Each of these changes an input that was held fixed here, so the trend of $S_t$ isolates a single effect, the loss of screening states. The numerical output lists the values to more digits.

\section*{Table of computed values}
\begin{verbatim}
e^2/eps0 = 18.0951 eV nm
substrate a: affinity 4.0, gap 1.2, CNL depth 4.8 eV
film b: affinity 2.0, gap 6.0, CNL depth 5.4 eV
state densities Da = 3.0, Db = 1.0 nm^-2 eV^-1
sheet separation = 0.3 nm, eps_r = 3.0
temperature of level sums = 300 K
series density Ds = 0.750 nm^-2 eV^-1
k = 1.8095 eV nm^2, k*Ds = 1.3571
pinning factor S = 0.4242
CNL mismatch before contact X0 = -0.600 eV
CNL mismatch after contact X = -0.2545 eV
vacuum step = 0.3455 eV
vacuum step, smeared sheets = 0.3455 eV
electrons moved a to b = 0.1909 nm^-2 = 1.909e+13 cm^-2
electrons moved, energy minimum = 0.1909 nm^-2
Fermi level relative to CNL of a = -0.0636 eV
Fermi level above valence edge of a = 0.3364 eV
conduction offset, affinity matching = 2.000 eV
conduction offset, CNL matching = 2.600 eV
conduction offset, formula = 2.3455 eV
conduction offset, level sums = 2.3455 eV
valence offset (a above b) = 2.4545 eV
bonding dipole 0.50 eV shifts offset by 0.2121 eV
net excess 0.01 nm^-2 shifts offset by 1.92 meV
metal contact: k*Db = 1.8095, S = 0.3559
work function 4.5 eV: electron barrier 3.0797 eV
work function 5.0 eV: electron barrier 3.2576 eV
work function 5.5 eV: electron barrier 3.4356 eV
curved film density: factor 1 + c*E^2, c = 4.0 eV^-2
curved case: X0 = -1.6 eV, T = 100 K, X = -0.6157 eV
curved case: film density at Fermi level = 1.7545 nm^-2 eV^-1
curved case: slope formula 0.3330, numeric 0.3329, chord 0.3848
spread states: decay length 0.3 nm, alpha = 1.8095
film 0.3 nm: S = 0.6567, single sheet of same moment 0.6765
film 0.6 nm: S = 0.4275, single sheet of same moment 0.4820
film 1.2 nm: S = 0.2945, single sheet of same moment 0.3782
film 2.4 nm: S = 0.2634, single sheet of same moment 0.3566
thick film: S = 0.2623, single sheet 0.3559
\end{verbatim}
